# Nonrelativistic recoil correction to the orbital g factor

## Result

An atom or ion has $N$ electrons of mass $m$ and charge $-e$, and a point nucleus of mass $M$ and charge $Ze$. In a weak uniform magnetic field $\mathbf B$, the orbital Zeeman energy of a level with quantum numbers $L$, $M_L$ is $\mu_B\,g_L\,B\,M_L$, where

$$g_L=1-\kappa\,(1+T),\qquad T=\frac{1}{M_L}\Big\langle\sum_{i\neq j}(\mathbf r_i\times\mathbf p_j)_z\Big\rangle , \tag{1}$$

$$\kappa=\frac mM\Big(1+\frac{Qm}{M_t}\Big),\qquad Q=Z-N,\qquad M_t=M+Nm . \tag{2}$$

Here $\mathbf r_i$ is the position of electron $i$ relative to the nucleus, $\mathbf p_i$ is its conjugate momentum, the field points along $z$, and $M_L\neq0$. For a neutral atom $\kappa=m/M$. For an ion this holds to first order in $m/M$, so that in both cases

$$g_L\simeq 1-\frac mM-\frac mM\,\frac{1}{M_L}\Big\langle\sum_{i\neq j}(\mathbf r_i\times\mathbf p_j)_z\Big\rangle . \tag{3}$$

The last term is Phillips's two-electron term. With one electron it is absent and $g_L=1-m/M$ remains.

The derivation is nonrelativistic and keeps terms linear in $B$. The spin moments couple to $\mathbf B$ independently of the particle positions, so at this level they are untouched by the separation and are omitted. The units have $\hbar=1$, with $m$ and $e$ displayed to trace the factors; in Hartree atomic units $m=e=1$ and $\mu_B=e/2m=1/2$.

## Separation of the centre of mass

Let the laboratory positions be $\mathbf s_i$ and $\mathbf s_n$, with momenta $\mathbf k_i$ and $\mathbf k_n$. In the gauge $\mathbf A(\mathbf s)=\tfrac12\mathbf B\times\mathbf s$,

$$H=\sum_i\frac{[\mathbf k_i+e\mathbf A(\mathbf s_i)]^2}{2m}+\frac{[\mathbf k_n-Ze\mathbf A(\mathbf s_n)]^2}{2M}+V, \tag{4}$$

where $V$ depends on the separations of the particles alone. Define

$$\mathbf r_i=\mathbf s_i-\mathbf s_n,\quad \mathbf R=\frac{m\sum_i\mathbf s_i+M\mathbf s_n}{M_t},\quad \mathbf X=\sum_i\mathbf r_i,\quad \boldsymbol\Pi=\sum_i\mathbf p_i .$$

Inserting $\mathbf s_i=\mathbf s_n+\mathbf r_i$ in $\mathbf R$ gives $\mathbf R=\mathbf s_n+(m/M_t)\mathbf X$, hence

$$\mathbf s_i=\mathbf R+\mathbf r_i-\frac{m}{M_t}\mathbf X,\qquad \mathbf s_n=\mathbf R-\frac{m}{M_t}\mathbf X . \tag{5}$$

The chain rule for the gradients, with $\mathbf P$ conjugate to $\mathbf R$, gives

$$\mathbf k_i=\mathbf p_i+\frac{m}{M_t}\mathbf P,\qquad \mathbf k_n=-\boldsymbol\Pi+\frac{M}{M_t}\mathbf P . \tag{6}$$

Without a field this separates the problem. With a field, (4) contains a product of $\mathbf R$ and the internal momenta. Its part linear in $B$ is

$$\frac e2\Big(\frac1m+\frac ZM\Big)\boldsymbol\Pi\cdot(\mathbf B\times\mathbf R). \tag{7}$$

The first piece comes from $\mathbf p_i\cdot e\mathbf A(\mathbf R)/m$ summed over electrons, the second from $(-\boldsymbol\Pi)\cdot(-Ze)\mathbf A(\mathbf R)/M$. This coupling grows with the distance of the atom from the origin of the gauge, so it cannot be dropped by declaring that $\mathbf R=0$. A unitary transformation removes it.

Write the wavefunction as $e^{iS}\psi'$ with

$$S=c\,(\mathbf B\times\mathbf R)\cdot\mathbf X=c\,\mathbf R\cdot(\mathbf X\times\mathbf B).$$

Each momentum acting on $\psi'$ is then shifted by the corresponding gradient of $S$:

$$\mathbf p_i\to\mathbf p_i+c\,\mathbf B\times\mathbf R,\qquad \mathbf P\to\mathbf P-c\,\mathbf B\times\mathbf X . \tag{8}$$

Positions, and therefore $V$, do not change. With (5), (6) and (8), the electron's kinetic momentum $\mathbf k_i+e\mathbf A(\mathbf s_i)$ becomes

$$\mathbf p_i+\frac{m}{M_t}\mathbf P+\Big(c+\frac e2\Big)\mathbf B\times\mathbf R-\frac{m}{M_t}\Big(c+\frac e2\Big)\mathbf B\times\mathbf X+\frac e2\mathbf B\times\mathbf r_i . \tag{9}$$

The constant $c$ is chosen so that $\mathbf R$ appears in the combination

$$\mathbf K=\mathbf P-Qe\mathbf A(\mathbf R)=\mathbf P-\frac{Qe}{2}\mathbf B\times\mathbf R, \tag{10}$$

the kinetic momentum of a particle of charge $Qe$ at the centre of mass. This requires $c+e/2=-Qem/2M_t$, or

$$c=-\frac{e\eta}{2},\qquad \eta=1+\frac{Qm}{M_t}. \tag{11}$$

The electron's kinetic momentum is now $\mathbf p_i+(m/M_t)\mathbf K+\mathbf a_i$, with

$$\mathbf a_i=\frac e2\mathbf B\times\mathbf r_i+\frac{eQm^2}{2M_t^2}\mathbf B\times\mathbf X . \tag{12}$$

No freedom is left for the nucleus, so its terms must be checked. Its kinetic momentum $\mathbf k_n-Ze\mathbf A(\mathbf s_n)$ becomes

$$-\boldsymbol\Pi-Nc\,\mathbf B\times\mathbf R+\frac{M}{M_t}(\mathbf P-c\,\mathbf B\times\mathbf X)-\frac{Ze}{2}\mathbf B\times\mathbf R+\frac{Zem}{2M_t}\mathbf B\times\mathbf X .$$

The coefficient of $\mathbf B\times\mathbf R$ is

$$-Nc-\frac{Ze}2=\frac e2(N\eta-Z)=-\frac{Qe}{2}\Big(1-\frac{Nm}{M_t}\Big)=-\frac{Qe}{2}\frac{M}{M_t},$$

which is the value needed to complete $(M/M_t)\mathbf K$. The nuclear kinetic momentum is therefore $-\boldsymbol\Pi+(M/M_t)\mathbf K+\mathbf a_n$, with

$$\mathbf a_n=\frac{e}{2M_t}(M\eta+Zm)\,\mathbf B\times\mathbf X . \tag{13}$$

Thus $\mathbf R$ enters the transformed Hamiltonian through $\mathbf K$ alone. No term in $B$ has been discarded so far:

$$H=\sum_i\frac{[\mathbf p_i+\frac{m}{M_t}\mathbf K+\mathbf a_i]^2}{2m}+\frac{[-\boldsymbol\Pi+\frac{M}{M_t}\mathbf K+\mathbf a_n]^2}{2M}+V . \tag{14}$$

## Terms linear in the field

Set $\mathbf a_i=\mathbf a_n=0$ in (14) first. The products $\mathbf K\cdot\boldsymbol\Pi/M_t$ from the electrons and from the nucleus cancel, and

$$H_0=\sum_i\frac{\mathbf p_i^2}{2m}+\frac{\boldsymbol\Pi^2}{2M}+V+\frac{\mathbf K^2}{2M_t}. \tag{15}$$

The terms linear in $\mathbf a$ that do not contain $\mathbf K$ are $\frac1m\sum_i\mathbf p_i\cdot\mathbf a_i-\frac1M\boldsymbol\Pi\cdot\mathbf a_n$. Use $\mathbf p\cdot(\mathbf B\times\mathbf r)=\mathbf B\cdot(\mathbf r\times\mathbf p)$. It holds for operators because a cross product pairs different Cartesian components, which commute. With $\mathbf L=\sum_i\mathbf r_i\times\mathbf p_i$, (12) and (13) give

$$\frac{e}{2m}\mathbf B\cdot\mathbf L+\frac e2\,\mathbf B\cdot(\mathbf X\times\boldsymbol\Pi)\Big[\frac{Qm}{M_t^2}-\frac{\eta}{M_t}-\frac{Zm}{MM_t}\Big]. \tag{16}$$

Since $\eta/M_t=1/M_t+Qm/M_t^2$, the bracket equals

$$-\frac{1}{M_t}\Big(1+\frac{Zm}{M}\Big)=-\frac{M+Zm}{MM_t}=-\frac{M_t+Qm}{MM_t}=-\frac{\eta}{M}. \tag{17}$$

The terms linear in both $\mathbf K$ and $\mathbf a$ are $\mathbf K\cdot(\sum_i\mathbf a_i+\mathbf a_n)/M_t$. From (12) and (13),

$$\sum_i\mathbf a_i+\mathbf a_n=\frac e2\mathbf B\times\mathbf X\Big[1+\frac{NQm^2}{M_t^2}+\frac{M\eta+Zm}{M_t}\Big].$$

Replace $Qm/M_t$ by $\eta-1$ in the second term and use $(Nm+M)/M_t=1$. The bracket becomes $1+\eta+(Z-N)m/M_t=2\eta$. With $\kappa=m\eta/M$, which is (2), the complete linear perturbation is

$$H_1=\mu_B\mathbf B\cdot\big(\mathbf L-\kappa\,\mathbf X\times\boldsymbol\Pi\big)+\frac{e\eta}{M_t}\,\mathbf K\cdot(\mathbf B\times\mathbf X). \tag{18}$$

**The motional term.** The last term of (18) can be written $e\eta\,\mathbf X\cdot(\mathbf v\times\mathbf B)$, with $\mathbf v=\mathbf K/M_t$. It is the energy of the dipole $-e\eta\mathbf X$ in the electric field $\mathbf v\times\mathbf B$ seen by the moving atom. From (5), the dipole about the centre of mass is

$$-e\Big(\mathbf X-\frac{Nm}{M_t}\mathbf X\Big)-\frac{Zem}{M_t}\mathbf X=-e\eta\mathbf X,$$

which explains the factor $\eta$. This term changes sign when all $\mathbf r_i$ are reversed, so it has no matrix elements within a level of definite parity. For an ion the components of $\mathbf K$ do not commute with one another, so $\mathbf K$ cannot be fixed, but the absence of a first-order effect remains. For a neutral atom at fixed $\mathbf K$ the term first acts in second order, as $B^2$, provided that levels of opposite parity are far away compared with the coupling itself. If they are degenerate, as $2s$ and $2p$ are in nonrelativistic hydrogen, an atom moving across the field has energy shifts linear in $B$ that are not of the form $\mu_Bg_LBM_L$, and (1) fails for it.

For an ion, $\mathbf K^2/2M_t$ has a lowest value proportional to $B$, because the ion as a whole performs cyclotron motion. That energy is common to all internal states and does not enter $g_L$.

**The internal term.** Separate the double sum:

$$\mathbf X\times\boldsymbol\Pi=\sum_{i,j}\mathbf r_i\times\mathbf p_j=\mathbf L+\sum_{i\neq j}\mathbf r_i\times\mathbf p_j . \tag{19}$$

The second part is a vector operator under rotations of the internal coordinates. By the Wigner–Eckart theorem, its $z$ component is diagonal in $M_L$ and proportional to $M_L$ within a level of given $L$. The ratio $T$ is therefore the same for all $M_L\neq0$. Taking the expectation value of (18) gives $\mu_BBM_L[1-\kappa(1+T)]$, which is (1).

**Mass polarization.** The term $\boldsymbol\Pi^2/2M$ in (15) changes the wavefunction in first order in $m/M$. It commutes with $\mathbf L$, so $\langle L_z\rangle=M_L$ is unaffected. The change reaches $g_L$ through $T$, which is already multiplied by $\kappa$, and is thus of second order. To first order, $T$ may be computed with an infinitely heavy nucleus.

## Physical meaning

For one electron, (17) with $N=1$ gives

$$g_L=1-\frac{m}{M+m}\Big(1+\frac{Zm}{M}\Big)=\frac{M}{M+m}-\frac{Zm^2}{M(M+m)} . \tag{20}$$

The electron carries the fraction $M/(M+m)$ of the internal angular momentum, which is the first term. The nucleus carries the rest, $m/(M+m)$. Its magnetic moment per unit angular momentum is $Zm/M$ times the electron's in magnitude and has the opposite sign, which gives the second term. The leading correction $-m/M$ is thus the angular momentum handed to the nucleus; the magnetism of the nuclear motion is of order $m^2/M^2$. For hydrogen $m/M=5.446\times10^{-4}$ and the nonrelativistic value is $g_L=0.999455$. The last digits are changed by relativity: the kinetic correction $-\boldsymbol\pi^4/8m^3c^2$, with $\boldsymbol\pi^2=\mathbf p^2+e\mathbf B\cdot\mathbf L$ to first order in $B$, has the linear part $-\mu_B\mathbf B\cdot\mathbf L\,\mathbf p^2/2m^2c^2$. It shifts $g_L$ by $-\langle\mathbf p^2/2m\rangle/mc^2$, which is $-\alpha^2/8\approx-7\times10^{-6}$ for $2p$, where $\alpha$ is the fine-structure constant.

With several electrons, the nuclear motion follows the sum $\mathbf X$, so it matters whether the electrons move together. A solvable model shows two contrasting cases. Bind $N$ electrons to the nucleus by equal springs, and to one another by equal springs, with motion in the plane perpendicular to $\mathbf B$. An orthogonal transformation of the $\mathbf r_i$ gives one symmetric coordinate $\mathbf q_0=\mathbf X/\sqrt N$ with momentum $\boldsymbol\pi_0=\boldsymbol\Pi/\sqrt N$, and $N-1$ relative coordinates. Hence $\mathbf X\times\boldsymbol\Pi=N\,\mathbf q_0\times\boldsymbol\pi_0$. One circular quantum has $L_z=1$, and

$$g=1-N\kappa\ \ \text{(symmetric mode)},\qquad g=1\ \ \text{(relative mode)}. \tag{21}$$

In the notation of (1), $T=N-1$ and $T=-1$. In a relative mode $\mathbf X=0$, the nucleus stays at rest and there is no recoil correction.

The numerical check tests (21) on the laboratory equations of motion, without separating the centre of mass. For $M=10m$ and $N=Z=2$, (2) gives $\kappa=0.1$, and the computed mode frequencies give $g=0.800000$ and $1.000000$. For $Z=3$, $N=2$, the factor $\eta=1+1/12$ raises $\kappa$ to $0.108333$, and the symmetric mode has $g=0.783333=1-2\kappa$.

## The two-electron term for a 1s2p state

Take the spatial wavefunction

$$\psi=\frac{s(1)\,b(2)\pm b(1)\,s(2)}{\sqrt2},\qquad s=\frac{R_s}{\sqrt{4\pi}},\quad b=-\sqrt{\frac{3}{8\pi}}\,R_p\,\frac{x+iy}{r}, \tag{22}$$

with the upper sign for the singlet and the lower for the triplet. Here $M_L=1$. The direct part of $\langle\mathbf r_1\times\mathbf p_2+\mathbf r_2\times\mathbf p_1\rangle$ contains $\langle s|\mathbf r|s\rangle$ or $\langle b|\mathbf r|b\rangle$ and vanishes by parity. The exchange part consists of a term and its complex conjugate:

$$T=\pm2\,\mathrm{Re}\big[\langle s|\mathbf r|b\rangle\times\langle b|\mathbf p|s\rangle\big]_z . \tag{23}$$

Define the radial integrals

$$\mathcal R=\int_0^\infty R_sR_p\,r^3dr,\qquad \mathcal V=\int_0^\infty R_p\frac{dR_s}{dr}\,r^2dr .$$

The angular average of $x^2/r^2$ is $1/3$, and the constants combine to $\frac{1}{\sqrt{4\pi}}\sqrt{\frac{3}{8\pi}}\,\frac{4\pi}{3}=\frac1{\sqrt6}$. With $\mathbf p\,s=-i(\mathbf r/r)\,ds/dr$,

$$\langle s|x|b\rangle=-\frac{\mathcal R}{\sqrt6},\quad \langle s|y|b\rangle=-\frac{i\mathcal R}{\sqrt6},\quad \langle b|p_x|s\rangle=\frac{i\mathcal V}{\sqrt6},\quad \langle b|p_y|s\rangle=\frac{\mathcal V}{\sqrt6}. \tag{24}$$

The $z$ component of the cross product is $-\mathcal R\mathcal V/6-\mathcal R\mathcal V/6=-\mathcal R\mathcal V/3$, so

$$T=\mp\frac23\,\mathcal R\,\mathcal V . \tag{25}$$

If both orbitals are eigenfunctions of one Hamiltonian $h=\mathbf p^2/2m+v(r)$, then $\mathbf p=im[h,\mathbf r]$. With $\omega=\varepsilon_p-\varepsilon_s$ this gives $\langle b|\mathbf p|s\rangle=im\omega\langle b|\mathbf r|s\rangle$, and comparison with (24) gives $\mathcal V=-m\omega\mathcal R$. Therefore

$$T=\pm\frac23\,m\omega\,\mathcal R^2=\pm f, \tag{26}$$

where $f$ is the $1s$–$2p$ absorption oscillator strength, summed over the three $2p$ orbitals. For two hydrogenic orbitals of the same nuclear charge, $|T|=f=0.416$.

In helium the outer electron sees a screened nucleus. A rough model uses a $1s$ orbital of charge 2 and a $2p$ orbital of charge 1. Then $\mathcal R=0.28378$ bohr and $\mathcal V=-0.35472$ bohr$^{-1}$, and (25) gives

$$T=\pm\tfrac23(0.28378)(0.35472)=\pm0.0671 .$$

## Helium with correlated wavefunctions

The $1s2p$ levels of helium-4 were computed by full configuration interaction in an uncontracted Gaussian basis of 13 s, 10 p and 5 d shells, with an infinitely heavy nucleus. Functions with higher angular momentum and all relativistic effects are omitted.

| Quantity | $^3P$ | $^1P$ |
|---|---|---|
| Energy (hartree) | $-2.1331$ | $-2.1237$ |
| $T$, s and p functions | $-0.159$ | $0.025$ |
| $T$, s, p and d functions | $-0.128$ | $0.065$ |

With $m/M=1.3709\times10^{-4}$, (1) gives

$$g_L-1=-1.3709\times10^{-4}\,(1-0.128)=-1.20\times10^{-4}\quad(^3P),$$

$$g_L-1=-1.3709\times10^{-4}\,(1+0.065)=-1.46\times10^{-4}\quad(^1P).$$

These are the recoil contributions alone. The omitted relativistic corrections, of order $\alpha^2$ times the kinetic energy of the $2p$ electron in hartree, are of order $10^{-5}$ and so comparable to the two-electron term. The two-electron term weakens the recoil correction by about 13% in the triplet and strengthens it by 6 to 7% in the singlet. In frequency units $\mu_B/h=13996$ MHz/T, so for $M_L=1$ at 1 tesla recoil contributes $-1.67$ MHz and $-2.04$ MHz to the orbital Zeeman energy. On this scale 1 tesla is not a weak field: the omitted diamagnetic term $(e^2B^2/8m)\sum_i(x_i^2+y_i^2)$ is about $0.3$ MHz in the triplet and $0.4$ MHz in the singlet, larger than the two-electron part of the recoil shift (about $0.25$ and $0.13$ MHz in magnitude). It is even in $M_L$ and cancels in the difference between $M_L=1$ and $M_L=-1$. In the triplet the fine structure mixes different $M_L$ at fixed $M_J$, so the figure applies directly to the stretched state $M_J=2$, where $M_L=M_S=1$.

The value of $T$ is sensitive to correlation. Adding d functions lowers the energies by about $0.001$ hartree but raises $T$ by $0.03$ in the triplet and $0.04$ in the singlet. A selection rule makes such sensitivity possible. Each term of the operator in (1) changes the parity of both electrons, so it connects $1s2p$ directly to configurations with one p and one d electron. Their admixture can therefore enter $T$ linearly in its amplitude, whereas its effect on the energy begins in second order.

The close agreement of the singlet value with the screened product state, $0.065$ against $0.067$, is consequently no evidence that the product state is accurate: the s, p basis gives $0.025$, and in the triplet the product state gives about half the correlated magnitude. The s, p, d basis is not converged to the last digit shown. In a basis that depends explicitly on the interelectronic distance, and so includes all angular momenta, $T$ moves by about $-0.0004$ in the triplet and $+0.0006$ in the singlet, to about $-0.128$ and $0.066$. The energies fall by about $0.5\times10^{-4}$ and $1.5\times10^{-4}$ hartree, and $g_L-1$ becomes $-1.195\times10^{-4}$ and $-1.461\times10^{-4}$.

Including the finite nuclear mass in the wavefunction changes $T$, in this basis, by $-1.6\times10^{-4}$ in the triplet and $-1.5\times10^{-4}$ in the singlet; only the sign and order of magnitude of these figures should be relied upon. This is of the order of $m/M$, as the argument on mass polarization requires, and alters $g_L$ by about $2\times10^{-8}$.

## Calculated quantities

```
Spring model: m = 1, M = 10.0 , B = 0.001 a.u.
  spring constants: electron-nucleus 1.0, electron-electron -0.3 a.u.
  N=1 Z=1: kappa = 0.100000, g symmetric (lab modes) = 0.900000
  N=2 Z=2: kappa = 0.100000, g symmetric (lab modes) = 0.800000
    g relative (lab modes) = 1.000000
  N=2 Z=3: kappa = 0.108333, g symmetric (lab modes) = 0.783333
    g relative (lab modes) = 1.000000
Product states 1s2p (dimensionless T, singlet sign)
  common charge 2: T = 0.416197, f(1s-2p) = 0.416197
  screened charges 2 and 1: length integral = 0.283779 bohr
  screened: slope integral = -0.354724 1/bohr
  screened: T = 0.067109
Mass ratios m/M (dimensionless)
  hydrogen-1: 5.446170e-04
  helium-4:   1.370934e-04
Hydrogen one-electron g_L = 0.99945538
Bohr magneton / h = 13996.245 MHz/T
Gaussian basis: 13 s, 10 p, 5 d shells, 68 functions
Helium 1s2p triplet P, full CI
  energy (s,p,d) = -2.133097 hartree
  energy (s,p)   = -2.132355 hartree
  kinetic energy = 2.133083 hartree
  T (s,p,d) = -0.12806
  T (s,p)   = -0.15930
  change of T from finite nuclear mass = -1.64e-04
  one-electron part of g_L - 1 = -137.09 e-6
  two-electron part of g_L - 1 = 17.56 e-6
  g_L - 1 = -119.54 e-6,  g_L = 0.99988046
  recoil shift, M_L=1, 1 tesla = -1.6731 MHz
Helium 1s2p singlet P, full CI
  energy (s,p,d) = -2.123671 hartree
  energy (s,p)   = -2.122579 hartree
  kinetic energy = 2.123654 hartree
  T (s,p,d) = 0.06497
  T (s,p)   = 0.02468
  change of T from finite nuclear mass = -1.53e-04
  one-electron part of g_L - 1 = -137.09 e-6
  two-electron part of g_L - 1 = -8.91 e-6
  g_L - 1 = -146.00 e-6,  g_L = 0.99985400
  recoil shift, M_L=1, 1 tesla = -2.0434 MHz
```
